\section*{Quadratic Stark Shift of the Ground Subband in a Hard-Wall Film}

\section{Result and assumptions}

An electron of charge $-e$ is confined to a film $-L/2<z<L/2$. A uniform field $F$ along $+z$ gives it the potential energy $+eFz$, so that the potential energy at the midplane is zero. For motion across the film,
\begin{equation}
H=-\frac{\hbar^2}{2m}\frac{d^2}{dz^2}+eFz,\qquad \psi(\pm L/2)=0 .
\label{eq:H}
\end{equation}
The assumptions are a parabolic band with one constant mass $m$, impenetrable walls, and a field that is prescribed and not altered by the electrons. If the in-plane motion is also parabolic, it adds a kinetic energy independent of $F$, so the lowest eigenvalue of $H$ is the ground-subband edge.

\paragraph{Theorem.} As $F\to0$, the ground-subband edge measured from the midplane potential is
\begin{equation}
E(F)=\frac{\pi^2\hbar^2}{2mL^2}-C\,\frac{m e^2F^2L^4}{\hbar^2}+O(F^4),
\qquad C=\frac{15-\pi^2}{24\pi^4}\approx 0.00219 .
\label{eq:main}
\end{equation}

\paragraph{Remark (reference level).} The reference matters. Measured from the potential energy at the wall $z=-L/2$, which is $-eFL/2$, the same level is $E(F)+eFL/2$. It then rises linearly with a weak field. The quadratic lowering belongs to the midplane reference.

\section{Scaling and parity}

Put $x=z/L$. Since $d^2/dz^2=L^{-2}d^2/dx^2$,
\begin{equation}
H=\frac{\hbar^2}{mL^2}\,h,\qquad
h=-\frac12\frac{d^2}{dx^2}+fx,\qquad
f=\frac{meFL^3}{\hbar^2}.
\label{eq:scaled}
\end{equation}
At $f=0$ the eigenvalues of $h$ are $\varepsilon_n=n^2\pi^2/2$, with $n=1,2,\dots$

\paragraph{Lemma 1.} For small $f$ the lowest eigenvalue of $h$ has the form $\varepsilon(f)=\pi^2/2+\varepsilon^{(2)}f^2+O(f^4)$, with $\varepsilon^{(2)}\le0$.

\paragraph{Proof.} The perturbation $fx$ is bounded by $|f|/2$, and the unperturbed level is separated from the next by $\Delta_2=\varepsilon_2-\varepsilon_1=3\pi^2/2$. Draw a circle of radius $\Delta_2/2$ about $\varepsilon_1$ in the complex energy plane. On it the unperturbed resolvent has norm $2/\Delta_2$, so its expansion in powers of $fx$ converges when $(|f|/2)(2/\Delta_2)<1$, that is, when $|f|<\Delta_2$. The projector onto the single level inside the circle, and hence its energy, is then a power series in $f$.

The reflection $x\to-x$ leaves the kinetic energy and the walls unchanged and turns $f$ into $-f$. Thus $\varepsilon(f)=\varepsilon(-f)$, and odd powers vanish. Finally, take the unperturbed ground state as a trial function. Its mean $x$ is zero, so its energy is still $\pi^2/2$, and the variational principle gives $\varepsilon(f)\le\pi^2/2$. Hence $\varepsilon^{(2)}\le0$. $\square$

\section{The first-order wave function}

Let $u=\pi x$, so that the walls lie at $u=\pm\pi/2$. The normalized unperturbed ground state in $x$ is $\phi_0=\sqrt2\cos u$. Write the perturbed state as $\phi_0+f\phi_1+f^2\phi_2+\cdots$ and let $h_0$ be $h$ at $f=0$. The linear energy term is zero, so the terms of order $f$ in the eigenvalue equation give
\begin{equation}
(h_0-\varepsilon_1)\phi_1=-x\phi_0 .
\label{eq:first}
\end{equation}
Here $h_0=-(\pi^2/2)\,d^2/du^2$ and $\varepsilon_1=\pi^2/2$. With primes denoting derivatives in $u$, equation \eqref{eq:first} reads
\begin{equation}
-\frac{\pi^2}{2}(\phi_1''+\phi_1)=-\frac{u}{\pi}\sqrt2\cos u .
\end{equation}
Setting $\phi_1=\sqrt2\,(2/\pi^3)\chi$ removes the constants:
\begin{equation}
\chi''+\chi=u\cos u,\qquad \chi(\pm\pi/2)=0 .
\label{eq:chi}
\end{equation}

\paragraph{Lemma 2.} The solution orthogonal to $\phi_0$ is
\begin{equation}
\chi=\frac14\left[\left(u^2-\frac{\pi^2}{4}\right)\sin u+u\cos u\right].
\label{eq:chisol}
\end{equation}

\paragraph{Proof.} Differentiating twice gives
\begin{align}
(u^2\sin u)''+u^2\sin u&=2\sin u+4u\cos u,\\
(u\cos u)''+u\cos u&=-2\sin u .
\end{align}
For the trial function $a\,u^2\sin u+b\,u\cos u$, the left side of \eqref{eq:chi} is therefore $4a\,u\cos u+2(a-b)\sin u$. It equals $u\cos u$ when $a=b=1/4$. The general solution adds $c\sin u+d\cos u$. At $u=\pi/2$ the cosine terms vanish, leaving $\pi^2/16+c=0$, so $c=-\pi^2/16$. The condition at $u=-\pi/2$ is the same apart from an overall sign. The walls do not fix $d$, because $\cos u$ is the unperturbed state itself. Orthogonality to $\phi_0$ sets $d=0$, since the other terms are odd. $\square$

\section{The second-order energy}

The terms of order $f^2$ are
\begin{equation}
(h_0-\varepsilon_1)\phi_2+x\phi_1=\varepsilon^{(2)}\phi_0 .
\end{equation}
Multiply by $\phi_0$ and integrate. The first term vanishes: $h_0$ can be moved onto $\phi_0$ because both functions are zero at the walls, and $(h_0-\varepsilon_1)\phi_0=0$. With $dx=du/\pi$,
\begin{equation}
\varepsilon^{(2)}=\int\phi_0\,x\,\phi_1\,dx
=\int_{-\pi/2}^{\pi/2}\!\sqrt2\cos u\,\frac{u}{\pi}\,
\sqrt2\,\frac{2}{\pi^3}\,\chi\,\frac{du}{\pi}
=\frac{4}{\pi^5}J,
\label{eq:e2}
\end{equation}
where $J=\int_{-\pi/2}^{\pi/2}u\cos u\,\chi\,du$. Insert \eqref{eq:chisol} and use $\sin u\cos u=\frac12\sin2u$ and $\cos^2u=\frac12(1+\cos2u)$:
\begin{equation}
4J=\frac12\int u^3\sin2u\,du-\frac{\pi^2}{8}\int u\sin2u\,du
+\frac12\int u^2\,du+\frac12\int u^2\cos2u\,du ,
\label{eq:J}
\end{equation}
all between $-\pi/2$ and $\pi/2$. Integration by parts, with $\cos2u=-1$ and $\sin2u=0$ at both ends, gives
\begin{align}
\int u\sin2u\,du&=\left[-\frac{u\cos2u}{2}\right]+\frac12\int\cos2u\,du=\frac{\pi}{2},\\
\int u^2\cos2u\,du&=\left[\frac{u^2\sin2u}{2}\right]-\int u\sin2u\,du=-\frac{\pi}{2},\\
\int u^3\sin2u\,du&=\left[-\frac{u^3\cos2u}{2}\right]+\frac32\int u^2\cos2u\,du
=\frac{\pi^3}{8}-\frac{3\pi}{4}.
\end{align}
Also $\int u^2du=\pi^3/12$. Therefore
\begin{equation}
4J=\frac{\pi^3}{16}-\frac{3\pi}{8}-\frac{\pi^3}{16}+\frac{\pi^3}{24}-\frac{\pi}{4}
=\frac{\pi(\pi^2-15)}{24}.
\end{equation}
Equation \eqref{eq:e2} becomes
\begin{equation}
\varepsilon^{(2)}=\frac{4J}{\pi^5}=\frac{\pi^2-15}{24\pi^4}=-C .
\end{equation}
Restoring the energy unit, $(\hbar^2/mL^2)f^2=me^2F^2L^4/\hbar^2$, which proves the theorem. $\square$

\paragraph{Corollary (displacement).} Because $\partial H/\partial F=ez$, the Hellmann--Feynman theorem gives $dE/dF=e\langle z\rangle$. To leading order,
\begin{equation}
\langle z\rangle=-2C\,\frac{meFL^4}{\hbar^2}.
\label{eq:disp}
\end{equation}
The electron moves against the field, as its negative charge requires. If $\Delta E$ is the quadratic shift, then $eF\langle z\rangle=2\Delta E$. The total change is $\Delta E$, so the kinetic energy must rise by $-\Delta E=|\Delta E|$. Half of the energy gained from the field is spent on deforming the wave function.

\section{Which subbands contribute, and how weak is weak}

A sum over unperturbed states gives the same coefficient and a measure of weakness. Let $s=x+1/2$ be the scaled distance from the left wall. The states are $\sqrt2\sin n\pi s$, and for $n\ne k$ the constant $1/2$ drops out of the matrix element by orthogonality:
\begin{equation}
x_{nk}=\int_0^1 s\left[\cos(k-n)\pi s-\cos(k+n)\pi s\right]ds .
\end{equation}
For a nonzero integer $q$, integration by parts gives $\int_0^1s\cos q\pi s\,ds=[(-1)^q-1]/(q^2\pi^2)$. This is zero for even $q$ and $-2/(q^2\pi^2)$ for odd $q$. Hence $x_{nk}=0$ when $n+k$ is even, and otherwise
\begin{equation}
x_{nk}=-\frac{2}{\pi^2}\left[\frac1{(k-n)^2}-\frac1{(k+n)^2}\right]
=-\frac{8nk}{\pi^2(k^2-n^2)^2}.
\label{eq:xnk}
\end{equation}
Expanding $\phi_1$ in \eqref{eq:first} in these states gives $\varepsilon^{(2)}=-\sum_{k>1}x_{1k}^2/\Delta_k$, with $\Delta_k=\varepsilon_k-\varepsilon_1=\pi^2(k^2-1)/2$. Thus
\begin{equation}
C=\frac{128}{\pi^6}\sum_{k=2,4,\dots}\frac{k^2}{(k^2-1)^5}.
\end{equation}
The second subband supplies 99.87\% of $C$. The natural small parameter is therefore its coupling divided by its gap:
\begin{equation}
\eta=\frac{f|x_{12}|}{\Delta_2}
=\frac{16f/(9\pi^2)}{3\pi^2/2}=\frac{32f}{27\pi^4}.
\label{eq:eta}
\end{equation}

\paragraph{Remark (first correction).} Keep the three lowest subbands. Since $x_{13}=0$, eliminating the amplitudes of subbands 3 and 2 gives, for the shift $\delta=\varepsilon-\varepsilon_1$,
\begin{equation}
\delta=-\frac{f^2x_{12}^2}{\Delta_2-\delta-f^2x_{23}^2/(\Delta_3-\delta)} .
\end{equation}
Insert $\delta\approx-f^2x_{12}^2/\Delta_2=-\eta^2\Delta_2$ on the right and expand the denominator:
\begin{equation}
\delta\approx-\frac{f^2x_{12}^2}{\Delta_2}
\left[1-\eta^2\left(1-\frac{x_{23}^2\Delta_2}{x_{12}^2\Delta_3}\right)\right]
\approx-\frac{f^2x_{12}^2}{\Delta_2}\left(1-0.56\,\eta^2\right).
\label{eq:corr}
\end{equation}
The last number follows from \eqref{eq:xnk}: $x_{23}/x_{12}=(48/25)/(16/9)=1.08$ and $\Delta_2/\Delta_3=3/8$. The exact $f^4$ coefficient given below corresponds to 0.55 instead of 0.56; the difference comes from the subbands left out here. Level repulsion widens the gap to subband 2 and weakens the response, while subband 3 pushes subband 2 down and partly restores it.

\paragraph{Exact comparison.} The scaled problem also has a closed eigenvalue condition. With $s$ as coordinate and energy $w$ measured from the left-wall potential, $\psi''=2f(s-w/f)\psi$. The variable $\xi=(2f)^{1/3}(s-w/f)$ turns this into Airy's equation $d^2\psi/d\xi^2=\xi\psi$. A combination of $\mathrm{Ai}$ and $\mathrm{Bi}$ vanishes at both walls, $\xi_0$ at $s=0$ and $\xi_1$ at $s=1$, when
\begin{equation}
\mathrm{Ai}(\xi_0)\mathrm{Bi}(\xi_1)-\mathrm{Ai}(\xi_1)\mathrm{Bi}(\xi_0)=0,
\qquad \varepsilon=w-f/2 .
\end{equation}
At $f=0.5$ the shift found from this condition agrees with $-Cf^2$ to within one part in $10^4$. When $f$ is doubled to 1, the remainder grows by a factor of 16 to within 0.2, as a term in $f^4$ should. Its coefficient is $+1.78\times10^{-7}$, so the quadratic law overstates the lowering at these fields.

\paragraph{Remark (strong field).} The quadratic law cannot continue indefinitely. Since $fx\ge-f/2$ for $f>0$, the exact energy obeys $\varepsilon(f)\ge\pi^2/2-f/2$. The law would violate this bound once $Cf^2>f/2$, or $f>1/(2C)\approx228$. This is only an outer limit: at $f=50$ the law already overstates the lowering by about 16\%. For very large $f$ the electron is pressed against one wall within a length of order $(\hbar^2/2meF)^{1/3}\ll L$. The far wall then has little effect, and
\begin{equation}
E\approx-\frac{eFL}{2}+a_1\left(\frac{\hbar^2e^2F^2}{2m}\right)^{1/3},
\end{equation}
where $-a_1$ is the first zero of $\mathrm{Ai}$. The lowering is then linear in $F$ to leading order.

\section{Example: a 3 nm oxide channel}

Take $L=3.0$ nm, $m=0.20$ free-electron masses and $F=1.0$ MV/cm, which is $0.1$ V/nm. Then $\hbar^2/m=0.3810$ eV\,nm$^2$, and
\begin{align}
E(0)&=\frac{\pi^2(0.3810)}{2(3.0)^2}\ \mathrm{eV}=208.9\ \mathrm{meV},\\
f&=\frac{0.1\,(3.0)^3}{0.3810}=7.09,\qquad \eta=0.086,\\
\Delta E&=-0.0021945\,\frac{(0.1)^2(3.0)^4}{0.3810}\ \mathrm{eV}=-4.67\ \mathrm{meV}.
\end{align}
The shift equals $-7.48\times10^{-22}$ J. The gap to the second subband is 627 meV. Equation \eqref{eq:disp} gives a displacement of $2(-4.67\ \mathrm{meV})/(100\ \mathrm{meV/nm})=-0.093$ nm.

The potential energy drops by 300 meV across the film, more than the confinement energy, yet the field is weak in the sense of $\eta$. The exact hard-wall shift is $-4.65$ meV, so the quadratic value is too large in magnitude by 0.4\% of the exact one. Equation \eqref{eq:corr} predicts $0.56\eta^2\approx0.4\%$. At 2 and 4 MV/cm the excess is 1.6\% and 6.0\%. Measured from the potential at $z=-L/2$, the level at 1 MV/cm would instead rise by about $150-5=145$ meV.

\section{What the model leaves out}

\paragraph{Comparison with a real channel.} The thickness, mass and field are rough values for an ultrathin indium-oxide channel between gate oxides. Its conduction-band minimum is taken as isotropic, so the same mass serves across and along the film. Of the corrections to the shift calculated in this section, the one for finite walls is the largest. With a rough barrier of 2.5 eV, and the same mass and field in film and oxide, the shift at fixed $L$ becomes $-9.5$ meV, about twice the hard-wall value. The wave function enters each wall by about $\sqrt{\hbar^2/[2m(V_0-E)]}=0.285$ nm, where $V_0$ is the barrier and $E=148.5$ meV the finite-wall ground energy. The effective width is then 3.57 nm, and $(3.57/3.00)^4=2.00$ accounts for most of the computed ratio 2.04. For equal masses in film and oxide, an estimate from \eqref{eq:main} is therefore improved by using this effective width rather than the geometric thickness. If the masses differ, the penetration length alone does not fix the effective width, because the slope of the wave function changes at the interface. The effect is not small: with the same barrier, an oxide mass of 0.10 or 0.50 free-electron masses gives a shift of $-8.1$ or $-11.9$ meV.

\paragraph{Nonparabolicity.} Let $E_k(1+\alpha E_k)$ equal the parabolic energy of subband $k$, with a rough $\alpha=0.5$ eV$^{-1}$. This model remaps only the level energies and keeps the hard-wall sine states and their dipole elements. In it the first two levels move from 209 and 836 meV to 191 and 634 meV. The gap shrinks from 627 to 444 meV, a factor of 1.41. The computed shift grows by the same factor, to $-6.6$ meV. A two-band model, in which the mass depends on the local kinetic energy $E-eFz$, has the same zero-field levels but gives $-6.5$ meV, so the last digit depends on the model. This correction and that for finite walls were calculated separately; their combined effect on the shift is not given here.

\paragraph{Channel charge.} A sheet density of $10^{12}$ cm$^{-2}$ in a film of relative permittivity 9 (a rough value) changes the field by 0.20 MV/cm from one face to the other. A self-consistent Hartree calculation with hard walls, symmetric gate charge and this density held fixed gives a field-induced shift of $-4.56$ meV, measured from the total midplane potential. This is 2\% smaller in magnitude than the exact shift without charge. Exchange, correlation and image forces are omitted. The uniform-field picture is unsuitable for a single gate whose field of 1 MV/cm is wholly terminated by channel electrons. By the same proportion that requires about $5\times10^{12}$ cm$^{-2}$, and the field falls to zero across the film.

\paragraph{Thickness and temperature.} Where the film is 0.3 nm thinner, the hard-wall confinement energy rises by 49 meV, about ten times the Stark shift. With finite walls, replacing $L$ by the effective width of 3.57 nm reduces the rise to just under 30 meV, still about three times the finite-wall shift. Such steps could hide the shift in a spatially averaged energy. At 300 K the thermal energy is 25.9 meV, also larger than the shift. For the stated density the Fermi level lies 14 meV below the subband edge for the parabolic band (about 20 meV with the nonparabolic density of states), so the gas is between the classical and degenerate regimes. With the hard-wall parabolic gap, the second subband holds about $4\times10^{-11}$ of the population of the first. This ratio depends exponentially on the gap. The nonparabolic gap of 444 meV, or the finite-wall gap of 439 meV, keeps it below $10^{-7}$. Finite walls and nonparabolicity in the film together narrow the gap to roughly 360 meV and raise the ratio to order $10^{-6}$. In each case only the ground subband is appreciably occupied.

\paragraph{Tunnelling and breakdown.} Through 10 nm of gate oxide with the same barrier, mass and field, a semiclassical estimate using the hard-wall level energy gives a tunnelling exponent of about 59 and an escape rate of order $10^{-12}$ s$^{-1}$. Escape is negligible on operating times within this estimate, which omits defects. The rate is exponentially sensitive to the rough inputs: an oxide mass of 0.10 lowers the exponent to 41 and raises the rate to about $10^{-4}$ s$^{-1}$, and a barrier of 1.5 eV with mass 0.20 gives 36 and $3\times10^{-2}$ s$^{-1}$. The field is 0.14 of a rough oxide breakdown field of 7 MV/cm, assuming equal permittivities in film and oxide. Most of the values used here are collected in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
Coefficient C: 0.0021945
Share of C from second subband: 99.87 %
Coefficient of f^4 in scaled energy: 1.777e-07
Film thickness L: 3.0 nm
Electron mass: 0.20 free-electron masses
hbar^2/m: 0.3810 eV nm^2
Field F: 1.0 MV/cm
Potential-energy drop across film: 300 meV
Confinement energy E1: 208.9 meV
Gap E2-E1: 626.7 meV
Dimensionless field f: 7.087
Mixing parameter eta: 0.0862
Quadratic shift: -4.666 meV
Quadratic shift, converted: -7.475e-22 J
Exact hard-wall shift: -4.647 meV
Mean displacement, linear law: -0.0933 nm
Mean displacement, numerical: -0.0926 nm
At 1 MV/cm: quadratic -4.67 meV, exact -4.65 meV, excess 0.40 %
At 2 MV/cm: quadratic -18.66 meV, exact -18.37 meV, excess 1.59 %
At 4 MV/cm: quadratic -74.65 meV, exact -70.43 meV, excess 5.99 %
Wall height (rough input): 2.5 eV
Finite-wall confinement energy: 148.5 meV
Penetration depth per wall: 0.285 nm
Effective width: 3.569 nm
Finite-wall shift: -9.46 meV
Finite-wall to hard-wall shift ratio: 2.036
Fourth power of width ratio: 2.004
Nonparabolicity (rough input): 0.5 per eV
Nonparabolic hard-wall shift: -6.55 meV
Sheet density (input): 1.0e+12 per cm^2
Relative permittivity (rough input): 9.0
Field change from channel charge: 0.201 MV/cm
Zero-field Hartree offset: -1.75 meV
Field shift with Hartree charge: -4.559 meV
Thickness step (input): 0.3 nm
E1 rise where film is thinner: 49.0 meV
Temperature: 300 K
Thermal energy: 25.85 meV
Fermi level minus subband edge: -13.7 meV
Second-to-first subband population: 3.8e-11
Gate-oxide thickness (input): 10 nm
Tunnelling exponent: 58.6
Tunnelling escape rate estimate: 3.8e-12 per s
Oxide breakdown field (rough input): 7 MV/cm
Operating field over breakdown field: 0.14
\end{verbatim}
